# The Shuttleworth relation from the strain derivative of total surface free energy

**Q:** Surface energy is energy per area. If I stretch a crystal, its surface gets larger, and the cost per added area must be that same surface energy. Why should I need a second quantity called surface stress?

**A:** Because there are two ways to get more area. You can cleave the crystal and bring new atoms to the surface, each with the same surroundings as the surface atoms already there. Or you can keep the same surface atoms and move them apart. The second process changes their bonds, so the energy per area can change while the area grows. To find what stretching costs, we need the total surface free energy of a fixed set of atoms.

**Q:** Then define that total. Where does the surface end and the bulk begin?

**A:** No boundary has to be drawn. Take a one-component crystal slab of $N$ atoms with two equivalent faces to vacuum. Let $A$ be the current area of one face, and let $F_{\rm slab}$ be the slab's free energy at temperature $T$. Compare it with $N$ atoms of bulk crystal under the same in-plane strain, free of traction on planes parallel to the faces. If $F_{\rm bulk}$ is the free energy per atom of that bulk, the excess per face is

$$\gamma A=\tfrac12\left[F_{\rm slab}-N F_{\rm bulk}\right].$$

This defines $\gamma$, the surface free energy per current area. The slab must be thick enough for its faces not to influence each other. Temperature and atom number are fixed, and the surface deforms coherently: no atom enters or leaves the patch.

**Q:** That is an energy. A stress should be a force. I will not accept a derivative of $\gamma A$ as a stress merely because you name it so.

**A:** Then start from forces. Cut the slab along a plane normal to its faces and measure the force per length of cut. Call this tension $T_{ij}$: component $i$ of the force across a cut whose normal is $j$, positive when the two sides pull on each other. The equally strained bulk would carry $h\sigma_{ij}$, where $\sigma_{ij}$ is its stress and $h$ the thickness that $N$ of its atoms fill over the area $A$. The surface stress is the excess per face,

$$f_{ij}=\tfrac12\left(T_{ij}-h\sigma_{ij}\right).$$

It is a force per length, which has the same dimension as energy per area.

Now find the work. Let a small strain displace points by $u_i=\varepsilon_{ij}x_j$, with repeated indices summed over $x$ and $y$. On a rectangular patch $L_x\times L_y$, the edge with normal $x$ carries the force $T_{ix}L_y$ and moves relative to the opposite edge by $d\varepsilon_{ix}L_x$. The work is $L_xL_yT_{ix}\,d\varepsilon_{ix}$. The other pair of edges gives $L_xL_yT_{iy}\,d\varepsilon_{iy}$. In a reversible isothermal change the work equals the change of free energy, so

$$dF_{\rm slab}=A\,T_{ij}\,d\varepsilon_{ij},\qquad N\,dF_{\rm bulk}=A\,h\,\sigma_{ij}\,d\varepsilon_{ij}.$$

The free faces and the traction-free bulk planes do no work. Half the difference of the two equations is

$$d(\gamma A)=A f_{ij}\,d\varepsilon_{ij}
\quad\Longrightarrow\quad
f_{ij}=\frac1A\frac{\partial(\gamma A)}{\partial\varepsilon_{ij}}.$$

So the derivative is a force because of the work balance, not by name.

**Q:** For shear, do you count $\varepsilon_{xy}$ and $\varepsilon_{yx}$ once or twice?

**A:** They are independent variables here. A rigid rotation costs nothing, so the two derivatives are equal and $f_{xy}=f_{yx}$. If you use one variable $s=\varepsilon_{xy}=\varepsilon_{yx}$, both terms contribute and $\partial(\gamma A)/\partial s=2Af_{xy}$.

**Q:** The surface atoms also move up or down when I stretch the slab. You seem to have forgotten that energy.

**A:** It has no first-order effect. At zero temperature the energy depends on the strain and on the atomic heights $z_l$, so along the relaxed path

$$\frac{dE}{d\varepsilon_{ij}}=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{z}
+\sum_l\frac{\partial E}{\partial z_l}\frac{dz_l}{d\varepsilon_{ij}}.$$

Every $\partial E/\partial z_l$ vanishes at equilibrium, so the sum is zero. Relaxation still matters for the value of $f_{ij}$, because the first term is evaluated at the relaxed heights.

**Q:** Good. Now separate the area from the energy per area.

**A:** A patch of area $A$ becomes

$$A(\varepsilon)=A\det(1+\varepsilon)
=A\left[(1+\varepsilon_{xx})(1+\varepsilon_{yy})-\varepsilon_{xy}\varepsilon_{yx}\right].$$

Multiplied out, the bracket is $1+\varepsilon_{xx}+\varepsilon_{yy}$ plus second-order terms. At $\varepsilon=0$ the derivative is therefore $A$ for $xx$ and $yy$, and zero for shear:

$$\frac{\partial A}{\partial\varepsilon_{ij}}=A\,\delta_{ij}.$$

Both factors of $\gamma A$ depend on strain, so the product rule gives

$$\frac{\partial(\gamma A)}{\partial\varepsilon_{ij}}
=\gamma\frac{\partial A}{\partial\varepsilon_{ij}}+A\frac{\partial\gamma}{\partial\varepsilon_{ij}}
=\gamma A\,\delta_{ij}+A\frac{\partial\gamma}{\partial\varepsilon_{ij}}.$$

Dividing by $A$ gives the Shuttleworth relation:

$$\boxed{f_{ij}=\gamma\,\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}}}$$

The first term is what the added area would cost if $\gamma$ stayed the same. The second is the change of $\gamma$ as the same atoms are moved apart. Shear has no first term, because it does not change the area to first order.

**Q:** I could also divide the surface energy by the original area $A_0$. Then the area never changes, and your first term disappears. Is it real?

**A:** The sum is real; the split depends on the area you divide by. Put $\Gamma=\gamma A/A_0$. At the reference state, where $A=A_0$,

$$\frac{\partial\Gamma}{\partial\varepsilon_{ij}}
=\frac1{A_0}\frac{\partial(\gamma A)}{\partial\varepsilon_{ij}}=f_{ij}.$$

The area term is already inside $\Gamma$. Adding $\gamma\delta_{ij}$ to this derivative would count it twice.

Away from the reference state one more factor appears. Stretch the edges by $\lambda_x$ and $\lambda_y$, so that $A=\lambda_x\lambda_yA_0$. A further strain is $d\varepsilon_{xx}=d\lambda_x/\lambda_x$, hence

$$f_{xx}=\frac{\lambda_x}{\lambda_x\lambda_yA_0}\frac{\partial(\Gamma A_0)}{\partial\lambda_x}
=\frac1{\lambda_y}\frac{\partial\Gamma}{\partial\lambda_x}
=\gamma+\lambda_x\frac{\partial\gamma}{\partial\lambda_x}.$$

The factor $1/\lambda_y$ converts force per original length of cut into force per current length. The last form is the boxed relation again, with strain measured from the current state.

**Q:** For a liquid I was taught that surface tension and surface energy are the same. Does your relation deny that?

**A:** It contains it. When a simple liquid surface is enlarged slowly, atoms flow in from the bulk and restore the same structure. Then $\gamma$ does not depend on the deformation, the second term vanishes, and $f_{ij}=\gamma\delta_{ij}$. A crystal surface that deforms coherently has no such refilling.

**Q:** Show me a solid where the second term cancels the first.

**A:** Take a static crystal with pair bonds between nearest neighbours and no others. At equilibrium every bond sits at the minimum of its pair energy $\varphi(r)$, so $\varphi'=0$. Cutting the crystal removes bonds but leaves the others unloaded. No force crosses a normal cut, so $f_{ij}=0$. Yet the missing bonds cost energy, so $\gamma>0$. The relation then requires

$$\frac{\partial\gamma}{\partial\varepsilon_{ij}}=-\gamma\,\delta_{ij}.$$

The reason is simple: to first order the energy of the missing bonds stays constant while the area grows, so $\gamma$ falls as $1/A$.

For numbers, use an fcc crystal with bond depth $0.30$ eV and bond length $3.00$ Å. Its lattice constant is $a=\sqrt2\times3.00=4.243$ Å, and the (110) surface cell has area $a^2/\sqrt2=12.73$ Å$^2$. Six bonds are broken per cell, and each of the two new faces bears half their energy:

$$\gamma=\frac{6\times0.30}{2\times12.73}=0.0707\ \text{eV/Å}^2.$$

Differentiating the relaxed slab energy gives $\partial\gamma/\partial\varepsilon_{xx}=-0.0707$ eV/Å$^2$, and the force across a cut vanishes to rounding error.

**Q:** That case is special. Give me a crystal whose bonds are loaded.

**A:** Let the bonds reach the first three neighbour shells, 42 neighbours per bulk atom, with the Morse energy

$$\varphi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right].$$

The parameters are round and stand for no material: $D=0.30$ eV, $r_0=3.00$ Å and $\alpha=1.40$ Å$^{-1}$. The atoms are static at zero temperature, so free energy becomes energy, and vibrations are left out. The slab has 30 layers with (110) faces; $x$ lies along a cubic axis and $y$ along a close-packed row. Symmetry cancels the lateral forces, so only the layer heights relax.

The lattice constant is now $3.992$ Å. The pair-energy slopes $\varphi'$ of the three shells are $-0.3032$, $+0.1572$ and $+0.0554$ eV/Å. Nearest neighbours are compressed and push apart; the farther shells are stretched and pull. In the bulk these forces balance. At the surface some partners are missing.

The excess energy is $1.4836$ eV per surface cell of $11.269$ Å$^2$, so

$$\gamma=\frac{1.4836}{11.269}=0.1317\ \text{eV/Å}^2\quad(2.11\ \text{J/m}^2).$$

Straining the cell and relaxing the heights each time gives the two derivatives of $\gamma$, and with them

$$f_{xx}=0.1317-0.0653=+0.0663\ \text{eV/Å}^2\quad(+1.06\ \text{J/m}^2),$$
$$f_{yy}=0.1317-0.1769=-0.0452\ \text{eV/Å}^2\quad(-0.72\ \text{J/m}^2).$$

The first sum is formed from unrounded values.

**Q:** Those are still energies. You promised forces.

**A:** The second road uses no energy difference. Place a cut normal to $x$ through the unstrained slab, add the $x$-components of all bond forces that cross it, and divide by the length of the cut and by two faces. The bulk stress is zero here, so nothing has to be subtracted. The result is $+0.066323$ eV/Å$^2$, equal to the value from the relation in all printed digits. A cut normal to $y$ gives $-0.045213$ against $-0.045212$ eV/Å$^2$.

**Q:** A negative surface stress looks wrong. Would the surface not be unstable?

**A:** The sign of $\gamma$ and the sign of $f$ answer different questions. If $\gamma$ were negative, cleaving the crystal would release energy. A negative $f_{yy}$ means that the surface pushes outward along $y$, and the bulk below resists. The surface energy released by stretching along $y$ is linear in strain, while the elastic energy of a stable bulk grows as its square. Against uniform stretching the balance therefore lies at a finite strain, which is small for a thick slab. This argument covers uniform strain only. A thin slab whose edges are held at the bulk size carries the net compression $2f_{yy}$ and can buckle at wavelengths much longer than its thickness, and whether a surface reconstructs is a separate question.

**Q:** Why do the two directions differ in sign?

**A:** Most of the difference can be counted by hand before the heights relax. A bond with in-plane components $x_i$ changes its length by $dr=x_ix_j\,d\varepsilon_{ij}/r$, so it contributes $\varphi' x_ix_j/r$ to the energy derivative. A bond that climbs $k$ layers occurs $n$ times per cell in $n$ layers of bulk but $n-k$ times in the slab. The $k$ missing copies are shared by two faces. The unrelaxed layers are not in equilibrium, so the height terms that vanished earlier do not vanish for them. We therefore hold all heights fixed at their bulk values while the plane is strained, which gives the excess force across a cut. In this sense the unrelaxed surface stress is

$$f^{(0)}_{ij}=-\frac1{2A}\sum_{k>0}k\,\frac{\varphi'(r)}{r}\,x_ix_j.$$

In units of $a$, the upward bonds have these in-plane components:

- First shell: four $(\pm\frac12,\pm\frac1{\sqrt8})$ with $k=1$, and one vertical bond, which adds nothing.
- Second shell: two $(0,\pm\frac1{\sqrt2})$ with $k=2$.
- Third shell: four $(\pm\frac12,\pm\frac3{\sqrt8})$ with $k=1$, two $(\pm1,0)$ with $k=2$, and four $(\pm\frac12,\pm\frac1{\sqrt8})$ with $k=3$.

The sums of $k\,x^2/a^2$ for the three shells are $1,0,8$; those of $k\,y^2/a^2$ are $\frac12,2,6$. The slopes divided by the bond lengths $2.823$, $3.992$ and $4.889$ Å are $-0.1074$, $+0.0394$ and $+0.01134$ eV/Å$^2$. Since $a^2/2A=1/\sqrt2$,

$$f^{(0)}_{xx}=-\tfrac1{\sqrt2}(-0.1074+0+0.0907)=+0.012\ \text{eV/Å}^2,$$
$$f^{(0)}_{yy}=-\tfrac1{\sqrt2}(-0.0537+0.0788+0.0680)=-0.066\ \text{eV/Å}^2.$$

Along $x$ the loss of pushing bonds slightly outweighs the loss of pulling ones, which leaves tension. Along $y$ more pull than push is lost, which leaves compression. Relaxation then moves the outermost layer outward: its spacing grows from $1.411$ to $1.510$ Å, or 7%. With all heights relaxed, $f_{xx}$ has risen by about $0.054$ and $f_{yy}$ by about $0.021$ eV/Å$^2$. The signs were already set by the missing bonds.

**Q:** Put the two terms side by side for an actual stretch, not a derivative.

**A:** Stretch the cell by 1% along $x$. Its area grows by $\Delta A=0.1127$ Å$^2$, and the change of $\gamma A$ splits without approximation into

$$\Delta(\gamma A)=\gamma\,\Delta A+A\,\Delta\gamma+\Delta A\,\Delta\gamma.$$

In eV per cell this reads

$$0.01484-0.00797-0.00008=0.00679.$$

Adding the same area at fixed strain, by exposing more surface of the same kind, costs the first term alone, $0.01484$ eV. Stretching costs less than half as much, because $\gamma$ falls on the way.

The linear estimate $Af_{xx}\varepsilon_{xx}=11.269\times0.0663\times0.01=0.00747$ eV is 10% above the actual change. The small product explains little of the gap. The rest is curvature: the slope at zero strain predicts $A\,\Delta\gamma=-0.00736$ eV, but the actual value is $-0.00797$ eV. The relation is a statement about slopes, and in this model 1% is already a noticeable step.

For equal stretch in both directions, $dA=2A\,d\varepsilon$ and $d(\gamma A)=A(f_{xx}+f_{yy})\,d\varepsilon$, so

$$\frac{d(\gamma A)}{dA}=\frac{f_{xx}+f_{yy}}2=\frac{0.0663-0.0452}2=0.0106\ \text{eV/Å}^2.$$

Direct differentiation with respect to area gives the same value. It is twelve times smaller than $\gamma$, so here the cost of creating area is a poor guide to the cost of stretching it.

**Q:** Films grown on a substrate are strained from the start. Does the relation survive there?

**A:** Yes, if strain is counted from the current state and the bulk part is subtracted at that state. Take the unstrained slab and apply

$$G=\begin{pmatrix}1.020&0.015\\0&0.990\end{pmatrix}$$

to its in-plane coordinates. Now $\gamma=0.1320$ eV/Å$^2$, almost unchanged. The relation gives $f_{xx}=+0.0496$, $f_{yy}=-0.0566$ and $f_{xy}=-0.0085$ eV/Å$^2$, and the excess bond forces give the same values to all printed digits. So $f_{xx}$ has dropped by a quarter while $\gamma$ has moved by 0.2%. A nearly constant $\gamma$ between two states does not mean a small derivative: stretching along $x$ lowers $\gamma$, compressing along $y$ raises it, and here the two nearly cancel.

**Q:** And if I forget to subtract the bulk?

**A:** Then your "surface stress" depends on thickness. The tension $T_{xx}$ is $0.42609$ eV/Å$^2$ for 30 layers and $0.53506$ for 40. Each layer therefore adds $0.010897$, which is the bulk stress, $0.007773$ eV/Å$^3$, times the strained layer spacing of $1.402$ Å. Removing 30 layers' worth leaves

$$f_{xx}=\tfrac12\,(0.42609-30\times0.010897)=0.0496\ \text{eV/Å}^2,$$

as before.

**Q:** What does surface stress do to a film that nobody holds?

**A:** The total tension must vanish. From $T_{ij}=2f_{ij}+h\sigma_{ij}=0$ follows

$$\sigma_{ij}=-\frac{2f_{ij}}h.$$

A tensile surface compresses the interior, the more so the thinner the film. For 40 layers of the model, $h=40\times1.4114=56.5$ Å. To leading order in $1/h$, with $f_{xx}$ held at its unstrained value, $\sigma_{xx}=-2\times0.0663/56.5=-0.0023$ eV/Å$^3$. In this balance $f$ enters, not $\gamma$; using $\gamma$ would double the answer here and would give the wrong sign along $y$.

**Q:** How far can I trust these values for a real metal?

**A:** The relation does not depend on the bond model, but the values do. As a rough guide, clean metal surfaces have $\gamma$ near $0.1$ eV/Å$^2$ and surface stresses of similar size, so the model has a reasonable scale. Its compressive $f_{yy}$ and its outward relaxation are not typical: clean metal faces are mostly found under tension, and the outer layer of many fcc (110) faces moves inward. The assumption that fails is that a bond's energy depends on its length alone. In a metal, an atom that loses neighbours binds the remaining ones more strongly. This changes $f$ and can turn a compressive value into a tensile one; the present calculation does not determine the change for any metal.

**Q:** When does the relation itself fail?

**A:** When its conditions do. If the surface reconstructs at some strain, $\gamma$ can have a kink there, and the slope differs on the two sides. If atoms migrate or the crystal yields during the stretch, the set of surface atoms is no longer fixed, and the measured work belongs to a different process.

If a species is exchanged with a reservoir at chemical potential $\mu$, the balance gains a term: $dF_s=Af_{ij}\,d\varepsilon_{ij}+\mu\,dN_s$, where $F_s$ is the surface free energy and $N_s$ the number of exchanged atoms at the surface. Define $\Omega_s=F_s-\mu N_s$. At constant $\mu$,

$$d\Omega_s=dF_s-\mu\,dN_s=Af_{ij}\,d\varepsilon_{ij}.$$

The relation then keeps its form with $\gamma=\Omega_s/A$ and the derivative taken at fixed $\mu$. What is held fixed is thus part of the definition of $\gamma$, and it must be the same in both terms. The numerical output below gives the main values with more digits.

## Numbers as computed

```
Morse depth                          0.30 eV
Morse minimum distance               3.00 A
Morse decay constant                 1.40 1/A
bonds per bulk atom                  42
layers in slab                       30
lattice constant                     3.99202 A
shell 1: distance                    2.82278 A
shell 1: pair-energy slope           -0.30315 eV/A
shell 2: distance                    3.99202 A
shell 2: pair-energy slope           +0.15723 eV/A
shell 3: distance                    4.88920 A
shell 3: pair-energy slope           +0.05542 eV/A
bulk layer spacing                   1.41139 A
first layer spacing, relaxed         1.51049 A
second layer spacing, relaxed        1.41655 A
surface cell area                    11.26860 A^2
excess energy per surface cell       1.483589 eV
gamma                                0.131657 eV/A^2
gamma, converted                     2.1094 J/m^2
d gamma/d eps_xx                     -0.065334 eV/A^2
f_xx from relation                 +0.066323 eV/A^2
f_xx from force across cut         +0.066323 eV/A^2
f_xx, converted                    +1.0626 J/m^2
d gamma/d eps_yy                     -0.176869 eV/A^2
f_yy from relation                 -0.045212 eV/A^2
f_yy from force across cut         -0.045213 eV/A^2
f_yy, converted                    -0.7244 J/m^2
biaxial d(gamma A)/dA                +0.010555 eV/A^2
stretch along x                      0.010 (no unit)
area gained per cell                 0.112686 A^2
area term gamma*dA                   +0.0148359 eV
surface-energy term A*dgamma         -0.0079650 eV
product term dA*dgamma               -0.0000797 eV
total change of gamma*A              +0.0067912 eV
linear estimate A*f_xx*strain        +0.0074737 eV
prestrain matrix G, row x            1.020 0.015 (no unit)
prestrain matrix G, row y            0.000 0.990 (no unit)
prestrained gamma                    0.131967 eV/A^2
prestrained f_xx, relation         +0.049590 eV/A^2
prestrained f_xx, forces           +0.049590 eV/A^2
prestrained f_yy, relation         -0.056600 eV/A^2
prestrained f_yy, forces           -0.056600 eV/A^2
prestrained f_xy, relation         -0.008494 eV/A^2
prestrained f_xy, forces           -0.008494 eV/A^2
prestrained bulk stress xx           +0.007773 eV/A^3
slab tension xx, 30 layers           +0.426093 eV/A^2
slab tension xx, 40 layers           +0.535063 eV/A^2
near-bond model: broken bonds/cell   6
near-bond model: gamma               0.070711 eV/A^2
near-bond model: d gamma/d eps_xx    -0.070711 eV/A^2
near-bond model: largest |f| at cut  3.8e-15 eV/A^2
```
